Third-Harmonic Polarisation of a Soft-Mode Dielectric in a Sinusoidal Field

**Problem**

A paraelectric film has small-signal relative permittivity εr = 300. Its polarisation P follows the field E inside it without delay, according to

E = aP + bP³, with b = 8 × 10⁹ V m⁵ C⁻³.

The field is E = E0 cos ωt with E0 = 0.1 MV/cm. Let r be the amplitude of the polarisation at 3ω divided by its amplitude at ω.

(a) Show by perturbation theory, to leading order in b, that r is about 0.37 percent. Find the sign of the third harmonic and explain it.

(b) Find the next correction to r and compare it with the full solution of the cubic law.

(c) Up to what field amplitude does the perturbation series converge at every phase of the cycle? What happens to r at very high field?

(d) The same material is now the active part of a 100 nm film in which interface layers of total thickness 2 nm have permittivity 20 (a "dead layer"). The voltage amplitude is 1.00 V, so that voltage divided by total thickness is again 0.1 MV/cm. Find r for the active part.

(e) Estimate how r is changed by the inertia of the soft mode, by a P⁵ term and by heating from 300 K to 358 K, and decide whether electron leakage matters. Take a drive frequency of 1 MHz, a soft mode at 2.7 THz, a Curie-Weiss temperature of 35 K, an electron barrier of 0.9 eV and an optical permittivity of 5, all of them rough values.

**Solution**

**The force law and its linear coefficient**

At a given internal field, the part of the energy density that depends on P is

f = aP²/2 + bP⁴/4 − EP.

Equilibrium requires df/dP = 0, which gives E = aP + bP³. The coefficient b therefore multiplies P³ in the force and P⁴/4 in the energy. Even powers of P are absent from the force because the crystal is taken to have inversion symmetry: reversing E must reverse P. Both a and b are positive here, so the restoring force stiffens as P grows.

The permittivity fixes a. For a weak field, D = ε0E + P = ε0εrE, hence

P = ε0(εr − 1)E = ε0χE, with χ = 299.

Comparison with P = E/a gives

a = 1/(ε0χ) = 3.7773 × 10⁸ V m/C.

**(a) Leading order**

The linear response has amplitude E0/a = 10⁷/(3.7773 × 10⁸) C/m² = 2.647 µC/cm². Measure P in this unit and E in units of E0:

P = (E0/a)p, E = E0e, e = cos θ, θ = ωt.

The force law becomes

E0p + b(E0/a)³p³ = E0e.

Division by E0 leaves

p + xp³ = e, x = bE0²/a³.

The whole problem now depends on one dimensionless number. With a³ = 5.39 × 10²⁵ in SI units,

x = (8 × 10⁹)(10⁷)²/(5.39 × 10²⁵) = 0.01484.

This is small, so expand p = p0 + xp1 + x²p2 + … The cube is

p³ = p0³ + 3xp0²p1 + …

Each power of x in p + xp³ = e must balance separately:

order x⁰: p0 = e
order x¹: p1 + p0³ = 0, so p1 = −e³
order x²: p2 + 3p0²p1 = 0, so p2 = 3e⁵.

To first order, then, p = cos θ − x cos³θ. The cube of the cosine follows from its exponential form:

cos³θ = (e^{iθ} + e^{−iθ})³/8 = (2 cos 3θ + 6 cos θ)/8 = (3 cos θ + cos 3θ)/4.

Therefore

p = (1 − 3x/4) cos θ − (x/4) cos 3θ.

The third harmonic is already of order x, so a leading-order ratio needs the fundamental only at order x⁰:

r = x/4 = bE0²/(4a³) = bε0³χ³E0²/4.

Numerically,

r = 0.01484/4 = 0.00371 = 0.37 percent,

which is the required result. The leading third-harmonic amplitude is 0.0098 µC/cm². Had a been set to 1/(ε0εr), without subtracting the vacuum part, r would be 0.3748 instead of 0.3711 percent. The distinction between εr and χ does not affect the two quoted digits. The model does, however, put all of P under the cubic law. If the same b acts only on the lattice part, with a linear electronic background of permittivity 5 as in (e), the leading ratio for the total P is smaller by (295/299)⁴, or 0.35 percent. For a real material the second digit thus depends on how b is defined.

The minus sign means that the third harmonic opposes the fundamental at the positive peak, θ = 0, where the two terms add up to 1 − x. The stiffening force flattens the peaks of P. For a sine drive, sin³θ = (3 sin θ − sin 3θ)/4 gives

p = (1 − 3x/4) sin θ + (x/4) sin 3θ.

The sign in front is now positive, but at the peak, θ = π/2, sin 3θ = −1 and the sum is again 1 − x. The waveform is the same; only the origin of time has moved.

The factors in r have a direct reading. One factor of E0/a for each P in the cubic force gives (E0/a)³. The response to that force at 3ω brings another 1/a. Division by the fundamental E0/a leaves E0²/a³. At fixed b and fixed internal field, the leading-order r thus grows as the cube of the susceptibility: the softness that gives a large permittivity also makes the response less linear.

If the current is measured instead, the time derivative multiplies the component at 3ω by three relative to that at ω. The current ratio is therefore about 3r, or 1.1 percent.

**(b) The next correction**

It would be inconsistent to keep the factor 1 − 3x/4 in the denominator while dropping the x² term of the third harmonic, since both change r at the same order. The x² term of p is 3x² cos⁵θ. Expanding (e^{iθ} + e^{−iθ})⁵/32 gives

cos⁵θ = (10 cos θ + 5 cos 3θ + cos 5θ)/16.

The coefficients of cos θ and cos 3θ in p become

A1 = 1 − 3x/4 + 15x²/8
A3 = −x/4 + 15x²/16 = −(x/4)(1 − 15x/4).

To the next order in the ratio,

r = −A3/A1 = (x/4)(1 − 15x/4)(1 + 3x/4 + …) = (x/4)(1 − 3x + …).

The correction is downward. Keeping the denominator alone would have moved r upward. For x = 0.01484 the factor 1 − 3x is 0.9555 and

r = 0.3711 × 0.9555 percent = 0.3546 percent.

Solving the cubic equation over a full cycle and projecting out the harmonics gives a fundamental of 2.6190 µC/cm², a third harmonic of −0.00931 µC/cm² and r = 0.3555 percent. The leading result is thus good to about four percent of itself: the full ratio lies 4.21 percent below it.

The small remaining gap between 0.3546 and 0.3555 percent can be traced to one further order. The x² part of p³ is 3p0²p2 + 3p0p1² = 9e⁷ + 3e⁷, so p3 = −12e⁷. In cos⁷θ the coefficients of cos θ and cos 3θ are 35/64 and 21/64. The third harmonic becomes

A3 = −(x/4)(1 − 15x/4 + 63x²/4).

The x³ term of A1 is not needed at this order. From A1 as given above,

1/A1 = 1 + 3x/4 + (9/16 − 15/8)x² + … = 1 + 3x/4 − 21x²/16 + …

In the product, the coefficient of x² is 63/4 − 45/16 − 21/16 = 93/8, so

r = (x/4)(1 − 3x + 93x²/8 + …).

The last term adds 0.26 percent of the leading value, which accounts for the gap at the digits shown.

The coefficient −3 can also be checked at a weaker field. At E0/10, x is a hundred times smaller and the full solution gives r = 0.003709 percent. Its relative deviation from x/4, divided by x, is −2.9983.

**(c) Range of the series, and the high-field limit**

Write p = eq and s = xe². The equation p + xp³ = e becomes

q + sq³ = 1,

so the perturbation series is a power series of q in s about the root q = 1 at s = 0. Differentiation gives

dq/ds = −q³/(1 + 3sq²).

The root ceases to be analytic where 1 + 3sq² = 0. There sq² = −1/3, and q(1 + sq²) = 1 gives 2q/3 = 1. Hence q = 3/2 and s = −1/(3q²) = −4/27. As s falls from 0 to −4/27 along the real axis, the root rises from 1 to 3/2 and meets a second root, so this singularity does lie on the branch in use. It sets the radius of convergence, |s| < 4/27.

During a cycle s runs between 0 and x. Convergence at every phase is therefore assured for

x < 4/27 = 0.1481, or E0 < √[4a³/(27b)] = 0.316 MV/cm.

The example has a tenth of the limiting x. The limit is visible in the series at the peak of the drive: with 81 terms the error in p is 4.5 × 10⁻⁹ at x = 0.13 and about 11 at x = 0.17.

Nothing abrupt happens to the material at 0.316 MV/cm. For real P the slope dE/dP = a + 3bP² is positive, so P remains a smooth, single-valued function of E. The singularity lies at negative E², that is, at imaginary field. It limits the expansion, not the response.

At very high field the linear term is negligible over nearly the whole cycle, and P approaches (E/b)^{1/3}. The harmonic ratio of this waveform follows from a short identity. Let g = |cos θ|^ν with the sign of cos θ, and write g = c1 cos θ + c3 cos 3θ + … Differentiating g gives

cos θ · dg/dθ = −ν sin θ · g.

Insert the series and collect the terms in sin 2θ. On the left they are −(c1 + 3c3)/2, and on the right −ν(c1 − c3)/2. Equating them,

c3/c1 = (ν − 1)/(ν + 3).

For ν = 3 this is 1/3, in agreement with the identity for cos³θ. For ν = 1/3 it is −1/5. In this model the ratio therefore tends to 20 percent, whereas the leading formula x/4 would grow without bound. The approach is slow: the full solution gives r = 8.9 percent at 1 MV/cm, 17.5 percent at 10 MV/cm and 19.5 percent at 100 MV/cm. The 20 percent limit is a property of the cubic law and lies far beyond the breakdown field of a real film, roughly 1 MV/cm.

**(d) A dead layer in series**

Let the active thickness be t = 98 nm and the dead layer have d = 2 nm, εd = 20. With no free charge at the interface, D is continuous, so the field in the dead layer is

Ed = D/(ε0εd) = (ε0E + P)/(ε0εd).

The voltage is V = Et + Edd. With λ = d/εd = 0.1 nm,

V = E(t + λ) + λP/ε0.

Insert E = aP + bP³ and divide by t + λ:

V/(t + λ) = a′P + bP³, a′ = a + λ/[ε0(t + λ)].

This is the original cubic law with a stiffer linear coefficient and a sinusoidal drive V/(t + λ). The solution of part (a) applies with these replacements:

r = b[V0/(t + λ)]²/(4a′³).

Since 1/(ε0a) = χ, the stiffening is

a′/a = 1 + χλ/(t + λ) = 1 + 299 × 0.1/98.1 = 1.3048.

The drive is 1.00 V/98.1 nm = 0.1019 MV/cm, which is 1.0194 times E0. The leading ratio becomes

r = 0.3711 × 1.0194²/1.3048³ percent = 0.174 percent.

Solving the voltage balance over a cycle gives 0.1701 percent. A layer that takes up one fiftieth of the thickness has cut the ratio r by about half. The third-harmonic amplitude itself falls further, because the fundamental is lower too.

Two effects combine here. The fundamental of P is lower because the dead layer takes part of the voltage. In addition, the third harmonic of P produces its own voltage across the dead layer; as the total voltage has no component at 3ω, the active part must carry the opposite voltage, which opposes that harmonic. The internal field is then no longer purely sinusoidal. The 0.37 percent of part (a) refers to a sinusoidal field inside the dielectric, not to voltage divided by film thickness.

For a thinner film with the same dead layer and the same V0/(t + λ), a′ is larger and r smaller. This is a size effect on the measured nonlinearity even though a and b of the active material have not changed.

**(e) Other neglected effects**

*Inertia.* Add m d²P/dt² to the force law and define ω0² = a/m and u = (ω/ω0)². At frequency ω the linear coefficient a becomes a − mω² = a(1 − u); at 3ω it becomes a(1 − 9u). The fundamental is P1 = E0/[a(1 − u)]. The cubic force has a component bP1³/4 at 3ω, so

|P3| = bP1³/[4a(1 − 9u)],

r = (x/4)/[(1 − u)²(1 − 9u)] ≈ (x/4)(1 + 11u) for small u.

At 1 MHz, with a soft mode at 2.7 THz, the relative shift 11u is 1.5 × 10⁻¹². The quasi-static law is amply justified as far as inertia is concerned. Slow relaxation of defects or domains is a separate matter and is not included; a and b must be the values that hold at the drive frequency.

*A quintic force.* Add cP⁵ to the force law and let P0 = E0/a. To first order in c, the polarisation changes by −(c/a)P0⁵cos⁵θ, whose third harmonic is −5cP0⁵/(16a). The cubic term contributes −bP0³/(4a). Their quotient is the relative change of r:

Δr/r = (5/4)cP0²/b.

As a trial, let the quintic force be 5 percent of the cubic force at P0. The estimate is then an increase of 6.25 percent of r, and the full solution at 0.1 MV/cm gives 5.87 percent. At a tenth of the field, with the same 5 percent share, the full solution agrees with 6.25 percent to within 0.1 percentage point, so the difference is an effect of finite x. For a given c this first-order correction varies as E0², and the leading law for r is unaffected at weak field.

*Temperature.* In the Curie-Weiss regime a is proportional to T − T0. Between 300 K and 358 K it rises by the factor

(358 − 35)/(300 − 35) = 1.219.

With b and the internal field held fixed, r falls by the cube of this factor, 1.81, to 0.205 percent at leading order. The full solution gives 0.2001 percent. The cubic dependence on χ makes the harmonic ratio r much more sensitive to temperature than the permittivity itself.

*Electron leakage.* An electron at distance z from the electrode gains energy from the field and from its image charge. In volts, the barrier is lowered by Ez + q/(16πε0ε∞z), where ε∞ = 5. The top of the barrier is where this lowering is least. Setting its derivative to zero gives z² = q/(16πε0ε∞E), where the two terms are equal, so

Δφ = 2Ez = √[qE/(4πε0ε∞)] = 0.054 V.

Thermal emission over the lowered barrier is estimated from the Richardson law with the free-electron mass m_e,

J = (4πm_eqk²/h³)T² exp[−q(φ − Δφ)/(kT)],

where k is the Boltzmann constant and φ = 0.9 V. At 358 K and peak field J is 1.9 × 10⁻⁵ A/cm². The displacement current amplitude ωP1 at 1 MHz is 13.6 A/cm², so the leakage is of order 10⁻⁶ of it. The current at 3ω is about 3r times that amplitude, or 0.08 A/cm² with r = 0.20 percent, which is still thousands of times the leakage. With these inputs thermal emission does not matter in a uniform film. The margin depends strongly on them. At 358 K each 0.1 eV taken off the barrier multiplies J by about 26, so a barrier of 0.6 eV would make the leakage exceed the 3ω current. That current is proportional to frequency and falls to the size of the leakage at a few hundred hertz. A dead layer at the electrode would have a much higher field and lower the barrier further; that case is not included in this estimate.

For tunnelling at the Fermi level, neglect the image charge. The barrier qφ(1 − z/w) ends at w = φ/E = 90 nm. The transmission varies as exp(−G), with

G = 2∫√[2m_eqφ(1 − z/w)]dz/ħ = (4w/3)√(2m_eqφ)/ħ = 583.

The integral over z from 0 to w supplied the factor 2w/3. Tunnelling at the Fermi level is therefore negligible in a uniform film. Conduction through defects is outside these estimates.

**Comparison with a real film**

A permittivity of 300 and a cubic coefficient of several 10⁹ V m⁵ C⁻³ are roughly those of strontium titanate at room temperature. In a uniform film the peak field is a tenth of a rough thin-film breakdown field of 1 MV/cm. In the dead layer of (d), however, continuity of D gives a peak field of about 1.2 MV/cm; that example assumes that so thin a layer withstands this field and keeps a constant permittivity. A uniform film driven close to this breakdown field would be beyond the convergence limit found in (c), and the cubic law would have to be solved directly, if it still held. Thin films often have a lower permittivity than the bulk crystal, and a substrate that fixes the in-plane strain changes b, while misfit strain also changes a, so values measured on a free crystal cannot simply be carried over; that change is not estimated here. Of the assumptions tested above, a uniform film and a fixed temperature matter most for the values chosen here. With the rough inputs used, the dead layer lowers the full ratio from 0.36 to 0.17 percent, and heating to 358 K, taken separately, lowers it to 0.20 percent. The values behind these comparisons are collected in the numerical output.

Numbers as computed

```
relative permittivity = 300, susceptibility = 299
cubic coefficient b = 8.0e+09 V m^5 C^-3
field amplitude = 0.10 MV/cm = 1.0e+07 V/m
linear coefficient a = 3.7773e+08 V m/C
expansion parameter x = 0.01484
linear amplitude E0/a = 2.6474 uC/cm2
leading third harmonic = 0.00982 uC/cm2
leading ratio x/4 = 0.3711 percent
same with chi replaced by permittivity = 0.3748 percent
next-order ratio (x/4)(1-3x) = 0.3546 percent
full fundamental = 2.6190 uC/cm2
full third harmonic, signed, cosine drive = -0.00931 uC/cm2
full ratio = 0.3555 percent
full ratio relative to leading = -4.21 percent
ratio at one tenth of the field = 0.003709 percent
measured correction coefficient (theory -3) = -2.9983
series limit x = 0.1481, field = 0.316 MV/cm
81-term series error at x=0.13: 4.5e-09
81-term series error at x=0.17: 1.1e+01
Neglected effects (auxiliary inputs are rough):
drive = 1 MHz, soft mode = 2.7 THz
inertia test at u=0.015: gain 1.1911, formula 1.1915
relative inertia shift at the drive = 1.5e-12
quintic/cubic term at E0/a = 5 percent
relative quintic shift of ratio = 5.87 percent
Curie-Weiss temperature = 35 K, reference = 300 K
full ratio at 358 K = 0.2001 percent
film = 100 nm, of which dead = 2 nm, dead permittivity = 20
voltage amplitude = 1.00 V
full ratio with dead layer = 0.1701 percent
breakdown field = 1.0 MV/cm, fraction used = 0.10
barrier = 0.9 eV, optical permittivity = 5
Schottky barrier lowering = 0.0537 eV
Schottky current at 358 K = 1.88e-05 A/cm2
displacement current at 358 K = 1.36e+01 A/cm2
leakage/displacement = 1.4e-06
tunnel distance = 90 nm, WKB exponent = 583
```
